# Spin Adaptation of the Direct RPA Correlation Energy for Closed Shells: a program that tests the result

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

```python
"""Spin adaptation of direct RPA for a closed shell.

Result under test: with gaps D = eps_a - eps_i and Coulomb integrals
K = (ia|jb) over real spatial orbitals, the spin-orbital direct-RPA problem
splits into one singlet block (A = D + 2K, B = 2K) and three triplet blocks
(A = D, B = 0). Hence the triplet energies are the bare gaps and
    E_c = 1/2 [ sum of singlet RPA energies - Tr(D + 2K) ].
A and B are the resonant and pair-creation matrices of the RPA.
All energies are in hartree (e^2/a0) and lengths in bohr unless labelled.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, mp

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def hartree_fock(atoms, basis):
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mol, mf


def gaps_and_coulomb(mol, mf):
    """Spatial gaps D (vector) and K = (ia|jb) (matrix)."""
    nocc = mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    gaps = (mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]).ravel()
    eri = mol.intor("int2e", aosym="s8")
    coulomb = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
    return gaps, np.asarray(coulomb).reshape(gaps.size, gaps.size)


def singlet_rpa(gaps, coulomb):
    """Singlet energies and correlation energy from the reduced formula."""
    root = np.sqrt(gaps)
    squared = np.diag(gaps**2) + 4 * root[:, None] * coulomb * root[None, :]
    omega = np.sqrt(np.linalg.eigvalsh(squared))
    return omega, 0.5 * (omega.sum() - gaps.sum() - 2 * np.trace(coulomb))


def rpa_spectrum(a_mat, b_mat):
    """Positive eigenvalues of the full non-Hermitian RPA matrix."""
    values = np.linalg.eigvals(np.block([[a_mat, b_mat], [-b_mat, -a_mat]]))
    assert np.max(np.abs(values.imag)) < 1e-7
    positive = np.sort(values.real[values.real > 0])
    assert positive.size == a_mat.shape[0]
    return positive


# ---- Spin character of the pair combinations, from S^2 in Fock space ----
# Spin orbitals: 0 = i up, 1 = i down, 2 = a up, 3 = a down.
lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
annihilate = []
for site in range(4):
    operator = np.eye(1)
    for k in range(4):
        factor = sign if k < site else (lower if k == site else one)
        operator = np.kron(operator, factor)
    annihilate.append(operator)
create = [op.T for op in annihilate]
s_plus = create[0] @ annihilate[1] + create[2] @ annihilate[3]
s_z = 0.5 * sum(s * create[k] @ annihilate[k]
                for k, s in enumerate([1, -1, 1, -1]))
s_squared = s_plus.T @ s_plus + s_z @ s_z + s_z
empty = np.zeros(16)
empty[0] = 1.0
closed_shell = create[0] @ create[1] @ empty
up_up = create[2] @ annihilate[0] @ closed_shell
down_down = create[3] @ annihilate[1] @ closed_shell
up_to_down = create[3] @ annihilate[0] @ closed_shell
down_to_up = create[2] @ annihilate[1] @ closed_shell
spin_states = [(up_up + down_down) / np.sqrt(2),
               (up_up - down_down) / np.sqrt(2), up_to_down, down_to_up]
spin_values = []
for state in spin_states:
    value = state @ s_squared @ state
    assert np.allclose(s_squared @ state, value * state, atol=1e-12)
    spin_values.append(value)
assert np.allclose(spin_values, [0, 2, 2, 2], atol=1e-12)

# ---- H2 in a minimal basis: one spatial excitation ----
h2_length = 1.4
h2_mol, h2_mf = hartree_fock([["H", (0, 0, 0)], ["H", (0, 0, h2_length)]],
                             "sto-3g")
h2_gaps, h2_coulomb = gaps_and_coulomb(h2_mol, h2_mf)
gap, k_int = h2_gaps[0], h2_coulomb[0, 0]
h2_omega, h2_ec = singlet_rpa(h2_gaps, h2_coulomb)

# Two bosons (up pair, down pair), diagonalized in a truncated number basis.
n_max = 18
boson = np.diag(np.sqrt(np.arange(1, n_max)), 1)
identity = np.eye(n_max)
number = boson.T @ boson
displacement = (np.kron(boson + boson.T, identity)
                + np.kron(identity, boson + boson.T))
h_boson = (gap * (np.kron(number, identity) + np.kron(identity, number))
           + 0.5 * k_int * displacement @ displacement
           - k_int * np.eye(n_max**2))
levels = np.linalg.eigvalsh(h_boson)
assert abs(levels[0] - h2_ec) < 1e-8
assert abs(levels[1] - levels[0] - gap) < 1e-8
assert abs(levels[2] - levels[0] - h2_omega[0]) < 1e-8

# Up and down pairs wrongly treated as two uncoupled problems.
uncoupled_omega = np.sqrt(gap * (gap + 2 * k_int))
h2_uncoupled = uncoupled_omega - gap - k_int
assert abs(h2_uncoupled - h2_ec) > 1e-3

# Direct second order against ordinary MP2, which contains exchange.
h2_second = -2 * k_int**2 / (2 * gap)
h2_mp2 = mp.MP2(h2_mf).kernel()[0]
assert abs(h2_second - 2 * h2_mp2) < 1e-8

# Energy of the real triplet determinant above the closed-shell determinant.
orbitals = h2_mf.mo_coeff
density_up = orbitals @ orbitals.T
triplet_total = scf.UHF(h2_mol).energy_tot(
    dm=np.array([density_up, np.zeros_like(density_up)]))
triplet_real = triplet_total - h2_mf.e_tot
h2_eri = h2_mol.intor("int2e")
j_int = np.einsum("m,n,l,s,mnls->", orbitals[:, 0], orbitals[:, 0],
                  orbitals[:, 1], orbitals[:, 1], h2_eri)
assert abs(triplet_real - (gap - j_int)) < 1e-7

# ---- Water: full spin-orbital matrices ----
oh_length, angle_deg = 1.8, 105.0
half = np.radians(angle_deg / 2)
x_h, z_h = oh_length * np.sin(half), oh_length * np.cos(half)
w_mol, w_mf = hartree_fock([["O", (0, 0, 0)], ["H", (x_h, 0, z_h)],
                            ["H", (-x_h, 0, z_h)]], "6-31g")
gaps, coulomb = gaps_and_coulomb(w_mol, w_mf)
omega, ec = singlet_rpa(gaps, coulomb)
n_pair = gaps.size

# Spin-orbital pair densities: the spin sum is the overlap of spin functions.
nocc = w_mol.nelectron // 2
occ, vir = w_mf.mo_coeff[:, :nocc], w_mf.mo_coeff[:, nocc:]
pair_density = np.einsum("mi,na->iamn", occ, vir).reshape(n_pair, -1)
spin_function = np.eye(2)
spin_pairs = [(0, 0), (1, 1), (0, 1), (1, 0)]
density = np.vstack([(spin_function[s] @ spin_function[t]) * pair_density
                     for s, t in spin_pairs])
n_ao = w_mol.nao_nr()
eri_matrix = w_mol.intor("int2e").reshape(n_ao**2, n_ao**2)
k_spin = density @ eri_matrix @ density.T
d_spin = np.tile(gaps, 4)
a_spin = np.diag(d_spin) + k_spin
b_spin = k_spin

# Complete spectrum: singlets plus three copies of the gaps.
spectrum = rpa_spectrum(a_spin, b_spin)
expected = np.sort(np.concatenate([omega, gaps, gaps, gaps]))
spectrum_error = np.max(np.abs(spectrum - expected))
assert spectrum_error < 1e-7
ec_spin = 0.5 * (spectrum.sum() - np.trace(a_spin))
assert abs(ec_spin - ec) < 1e-7

# Blocks after the orthogonal spin transformation.
r = 1 / np.sqrt(2)
spin_rotation = np.array([[r, r, 0, 0], [r, -r, 0, 0],
                          [0, 0, 1, 0], [0, 0, 0, 1]])
rotation = np.kron(spin_rotation, np.eye(n_pair))
a_rot, b_rot = (rotation @ m @ rotation.T for m in (a_spin, b_spin))
assert np.allclose(a_rot[:n_pair, :n_pair], np.diag(gaps) + 2 * coulomb,
                   atol=1e-9)
assert np.allclose(b_rot[:n_pair, :n_pair], 2 * coulomb, atol=1e-9)
assert np.max(np.abs(a_rot[:n_pair, n_pair:])) < 1e-9
assert np.max(np.abs(b_rot[:n_pair, n_pair:])) < 1e-9
a_triplet, b_triplet = a_rot[n_pair:, n_pair:], b_rot[n_pair:, n_pair:]
assert np.allclose(a_triplet, np.diag(np.tile(gaps, 3)), atol=1e-9)
assert np.max(np.abs(b_triplet)) < 1e-9
ec_triplet = 0.5 * (rpa_spectrum(a_triplet, b_triplet).sum()
                    - np.trace(a_triplet))
assert abs(ec_triplet) < 1e-8

# Imaginary-frequency integral with the spin-orbital response.
nodes, weights = np.polynomial.legendre.leggauss(80)
scale = 3.0
ec_integral = 0.0
for x, weight in zip(nodes, weights):
    u = scale * (1 + x) / (1 - x)
    jacobian = 2 * scale / (1 - x)**2
    response = k_spin * (2 * d_spin / (d_spin**2 + u**2))[None, :]
    det_sign, log_det = np.linalg.slogdet(np.eye(d_spin.size) + response)
    assert det_sign > 0
    ec_integral += weight * jacobian * (log_det - np.trace(response))
ec_integral /= 2 * np.pi
assert abs(ec_integral - ec) < 1e-7

# Second-order limit: even part in the coupling strength removes third order.
second_order = -0.5 * np.sum(k_spin**2 / (d_spin[:, None] + d_spin[None, :]))
second_spatial = -2 * np.sum(coulomb**2 / (gaps[:, None] + gaps[None, :]))
assert abs(second_order - second_spatial) < 1e-9
strength = 2e-3
even_part = 0.5 * (singlet_rpa(gaps, strength * coulomb)[1]
                   + singlet_rpa(gaps, -strength * coulomb)[1]) / strength**2
assert abs(even_part / second_order - 1) < 1e-3

# K positive semidefinite, singlets not below the gaps, energy not positive.
k_lowest = np.linalg.eigvalsh(coulomb)[0]
assert k_lowest > -1e-10
assert np.all(omega >= np.sort(gaps) - 1e-9)
assert ec < 0 and h2_ec < 0

# ---- Output ----
print("S^2/hbar^2 of plus, minus, two spin-flip states:",
      " ".join(f"{abs(v):.1f}" for v in spin_values))
print("H2, RHF/STO-3G")
print(f"  bond length: {h2_length:.1f} bohr")
print(f"  occupied orbital energy: {h2_mf.mo_energy[0]:.6f} hartree")
print(f"  virtual orbital energy: {h2_mf.mo_energy[1]:.6f} hartree")
print(f"  gap D = triplet RPA energy: {gap:.6f} hartree")
print(f"  Coulomb integral K: {k_int:.6f} hartree")
print(f"  singlet A = D + 2K: {gap + 2 * k_int:.6f} hartree")
print(f"  singlet B = 2K: {2 * k_int:.6f} hartree")
print(f"  D + 4K: {gap + 4 * k_int:.6f} hartree")
print(f"  singlet RPA energy: {h2_omega[0]:.6f} hartree")
print(f"  E_c, plasmon formula: {h2_ec:.6f} hartree")
print(f"  E_c, plasmon formula: {h2_ec * HARTREE_EV:.4f} eV")
print(f"  boson number states per mode: {n_max}")
print(f"  E_c, boson diagonalization: {levels[0]:.6f} hartree")
print(f"  first boson excitation: {levels[1] - levels[0]:.6f} hartree")
print(f"  second boson excitation: {levels[2] - levels[0]:.6f} hartree")
print(f"  E_c if up and down uncoupled: {h2_uncoupled:.6f} hartree")
print(f"  direct second-order energy: {h2_second:.6f} hartree")
print(f"  MP2 energy with exchange: {h2_mp2:.6f} hartree")
print(f"  integral (ii|aa): {j_int:.6f} hartree")
print(f"  real triplet determinant above RHF: {triplet_real:.6f} hartree")
print("Water, RHF/6-31G")
print(f"  O-H length: {oh_length:.1f} bohr; angle: {angle_deg:.0f} degrees")
print(f"  occupied, virtual spatial orbitals: {nocc}, {vir.shape[1]}")
print(f"  spatial pairs: {n_pair}; spin-orbital pairs: {d_spin.size}")
print(f"  lowest gap = lowest triplet: {gaps.min():.6f} hartree")
print(f"  lowest singlet RPA energy: {omega[0]:.6f} hartree")
print(f"  sum of singlet RPA energies: {omega.sum():.6f} hartree")
print(f"  sum of gaps Tr D: {gaps.sum():.6f} hartree")
print(f"  2 Tr K: {2 * np.trace(coulomb):.6f} hartree")
print(f"  E_c, singlet formula: {ec:.6f} hartree")
print(f"  E_c, singlet formula: {ec * HARTREE_EV:.4f} eV")
print(f"  E_c, all spin-orbital pairs: {ec_spin:.6f} hartree")
print(f"  E_c, frequency integral: {ec_integral:.6f} hartree")
print(f"  size of triplet part of E_c: {abs(ec_triplet):.1e} hartree")
print(f"  largest spectrum mismatch: {spectrum_error:.1e} hartree")
print(f"  direct second-order energy: {second_order:.6f} hartree")
print(f"  second order from weak coupling: {even_part:.6f} hartree")
print(f"  coupling strength used there: {strength:.3f} (no unit)")
print("success")
```

Printed output:

```
S^2/hbar^2 of plus, minus, two spin-flip states: 0.0 2.0 2.0 2.0
H2, RHF/STO-3G
  bond length: 1.4 bohr
  occupied orbital energy: -0.578203 hartree
  virtual orbital energy: 0.670268 hartree
  gap D = triplet RPA energy: 1.248471 hartree
  Coulomb integral K: 0.181258 hartree
  singlet A = D + 2K: 1.610987 hartree
  singlet B = 2K: 0.362516 hartree
  D + 4K: 1.973502 hartree
  singlet RPA energy: 1.569669 hartree
  E_c, plasmon formula: -0.020659 hartree
  E_c, plasmon formula: -0.5622 eV
  boson number states per mode: 18
  E_c, boson diagonalization: -0.020659 hartree
  first boson excitation: 1.248471 hartree
  second boson excitation: 1.569669 hartree
  E_c if up and down uncoupled: -0.011536 hartree
  direct second-order energy: -0.026316 hartree
  MP2 energy with exchange: -0.013158 hartree
  integral (ii|aa): 0.663564 hartree
  real triplet determinant above RHF: 0.584907 hartree
Water, RHF/6-31G
  O-H length: 1.8 bohr; angle: 105 degrees
  occupied, virtual spatial orbitals: 5, 8
  spatial pairs: 40; spin-orbital pairs: 160
  lowest gap = lowest triplet: 0.706404 hartree
  lowest singlet RPA energy: 0.729106 hartree
  sum of singlet RPA energies: 233.631406 hartree
  sum of gaps Tr D: 230.622054 hartree
  2 Tr K: 3.285415 hartree
  E_c, singlet formula: -0.138032 hartree
  E_c, singlet formula: -3.7560 eV
  E_c, all spin-orbital pairs: -0.138032 hartree
  E_c, frequency integral: -0.138032 hartree
  size of triplet part of E_c: 0.0e+00 hartree
  largest spectrum mismatch: 1.3e-13 hartree
  direct second-order energy: -0.196581 hartree
  second order from weak coupling: -0.196581 hartree
  coupling strength used there: 0.002 (no unit)
success
```
